# Coherency modulus of copper for composition waves along 100 and 111: a numerical check

```python
"""
Coherency modulus Y(n) of a plane composition wave in a cubic crystal.
Elastic energy density = Y(n) * eta^2 * dc^2, where dc is the local departure
from the mean composition and eta = d ln(lattice parameter)/d(composition).
Results under test:
  Y100 = (C11+2C12)(C11-C12)/C11
  Y111 = 6 C44 (C11+2C12)/(C11+2C12+4C44)
and Y111/Y100 > 2 for copper. C11, C12, C44 are elastic constants in GPa.
The independent road minimises the elastic energy of a discretised wave over
all displacements along the wave and over all homogeneous strains.
"""
import numpy as np
from scipy.constants import k as k_boltzmann
from scipy.optimize import brentq

I3 = np.eye(3)


def stiffness(c11, c12, c44):
    """Fourth-rank cubic stiffness tensor in the cube axes."""
    four = np.zeros((3, 3, 3, 3))
    for i in range(3):
        four[i, i, i, i] = 1.0
    return (c12 * np.einsum('ij,kl->ijkl', I3, I3)
            + c44 * (np.einsum('ik,jl->ijkl', I3, I3)
                     + np.einsum('il,jk->ijkl', I3, I3))
            + (c11 - c12 - 2 * c44) * four)


def unit(v):
    v = np.array(v, float)
    return v / np.linalg.norm(v)


# orthonormal basis of symmetric 3x3 matrices
BASIS = []
for i in range(3):
    for j in range(i, 3):
        m = np.zeros((3, 3))
        m[i, j] = m[j, i] = 1.0 if i == j else 1 / np.sqrt(2)
        BASIS.append(m)
BASIS = np.array(BASIS)


def minimise_wave(constants, direction, cells=16):
    """Relax a cosine wave of unit misfit amplitude; return Y, mean strain,
    stress in each cell and the misfit profile."""
    n = unit(direction)
    tensor = stiffness(*constants)
    c6 = np.einsum('aij,ijkl,bkl->ab', BASIS, tensor, BASIS)
    root = np.linalg.cholesky(c6).T
    profile = np.cos(2 * np.pi * (np.arange(cells) + 0.3) / cells)
    # strain produced by a unit displacement difference along each axis
    grad = np.zeros((6, 3))
    for axis in range(3):
        s = 0.5 * (np.outer(n, I3[axis]) + np.outer(I3[axis], n))
        grad[:, axis] = np.einsum('aij,ij->a', BASIS, s)
    identity6 = np.einsum('aij,ij->a', BASIS, I3)
    matrix = np.zeros((6 * cells, 6 + 3 * cells))
    target = np.zeros(6 * cells)
    for cell in range(cells):
        rows = slice(6 * cell, 6 * cell + 6)
        nxt = (cell + 1) % cells
        matrix[rows, :6] = root
        matrix[rows, 6 + 3 * cell:9 + 3 * cell] -= root @ grad
        matrix[rows, 6 + 3 * nxt:9 + 3 * nxt] += root @ grad
        target[rows] = root @ identity6 * profile[cell]
    solution = np.linalg.lstsq(matrix, target, rcond=1e-11)[0]
    residual = (matrix @ solution - target).reshape(cells, 6)
    energy = 0.5 * np.sum(residual**2) / cells
    stress = np.einsum('ca,aij->cij', residual @ root, BASIS)
    return energy / np.mean(profile**2), solution[:6], stress, profile


def y100_formula(c11, c12, c44):
    return (c11 + 2 * c12) * (c11 - c12) / c11


def y111_formula(c11, c12, c44):
    s = c11 + 2 * c12
    return 6 * c44 * s / (s + 4 * c44)


def christoffel(constants, direction):
    n = unit(direction)
    return np.einsum('ijkl,j,l->ik', stiffness(*constants), n, n)


def y_general(constants, direction):
    n = unit(direction)
    s = constants[0] + 2 * constants[1]
    gamma = christoffel(constants, direction)
    return 0.5 * (3 * s - s**2 * n @ np.linalg.solve(gamma, n))


# ---------- copper: rough room-temperature inputs, GPa ----------
copper = (168.0, 121.0, 75.0)
c11, c12, c44 = copper
s_sum = c11 + 2 * c12
y100, y111 = y100_formula(*copper), y111_formula(*copper)
ratio = y111 / y100
zener = 2 * c44 / (c11 - c12)

relaxed = {}
for name, direction, formula in (('100', (1, 0, 0), y100),
                                 ('111', (1, 1, 1), y111)):
    y_num, mean_strain, stress, profile = minimise_wave(copper, direction)
    relaxed[name] = y_num
    n = unit(direction)
    assert abs(y_num / formula - 1) < 1e-9
    assert np.max(np.abs(mean_strain)) < 1e-9        # no homogeneous strain
    assert np.max(np.abs(stress @ n)) < 1e-7         # no traction on planes
    expected = -formula * profile[:, None, None] * (I3 - np.outer(n, n))
    assert np.allclose(stress, expected, atol=1e-7)  # equibiaxial stress
assert relaxed['111'] > 2 * relaxed['100']

# general direction, and extremes over the sphere
oblique = (1, 2, 3)
assert abs(minimise_wave(copper, oblique)[0] / y_general(copper, oblique) - 1) < 1e-9
rng = np.random.default_rng(1)
scan = np.array([y_general(copper, v) for v in rng.normal(size=(2000, 3))])
assert scan.min() >= y100 - 1e-9 and scan.max() <= y111 + 1e-9

# longitudinal moduli: n is an eigenvector of the Christoffel matrix
l100, l111 = c11, (s_sum + 4 * c44) / 3
for direction, modulus in (((1, 0, 0), l100), ((1, 1, 1), l111)):
    n = unit(direction)
    assert np.allclose(christoffel(copper, direction) @ n, modulus * n)

# ratio written with the Zener ratio, against the relaxed wave
ratio_zener = 3 * zener * c11 / (s_sum + 4 * c44)
assert abs(ratio_zener - relaxed['111'] / relaxed['100']) < 1e-8


def relaxed_ratio(constants):
    return (minimise_wave(constants, (1, 1, 1))[0]
            / minimise_wave(constants, (1, 0, 0))[0])


# anisotropy is the cause: same C11, C12 but isotropic C44 gives ratio 1
c44_isotropic = (c11 - c12) / 2
ratio_isotropic = relaxed_ratio((c11, c12, c44_isotropic))
assert abs(ratio_isotropic - 1) < 1e-8
# C44 needed for a ratio of exactly two
c44_threshold = (c11 - c12) * s_sum / (3 * c11 - 4 * (c11 - c12))
assert abs(relaxed_ratio((c11, c12, c44_threshold)) - 2) < 1e-8
assert relaxed_ratio((c11, c12, 0.95 * c44_threshold)) < 2 < ratio

# independent changes of the three inputs
spread = 2.0
shifts = np.linspace(-spread, spread, 5)
box = [y111_formula(c11 + p, c12 + q, c44 + r) / y100_formula(c11 + p, c12 + q, c44 + r)
       for p in shifts for q in shifts for r in shifts]
assert min(box) > 2

# ---------- worked example: rough copper-nickel regime ----------
eta, mean_c, amplitude = 0.025, 0.20, 0.10
lattice_nm, wavelength_nm, critical_K = 0.36, 3.0, 600.0
volume = (lattice_nm * 1e-9)**3 / 4
mix = mean_c * (1 - mean_c)
spinodal_K = 4 * critical_K * mix
moduli = {'100': y100, '111': y111}
energy_MJ = {d: y * 1e3 * eta**2 * amplitude**2 / 2 for d, y in moduli.items()}
peak_GPa = {d: y * eta * amplitude for d, y in moduli.items()}
drop_K = {d: 2 * eta**2 * y * 1e9 * volume * mix / k_boltzmann
          for d, y in moduli.items()}


def curvature(temperature, y_gpa):
    """Finite-difference curvature of free energy per atom, divided by k."""
    def free(c):
        chemical = (temperature * (c * np.log(c) + (1 - c) * np.log(1 - c))
                    + 2 * critical_K * c * (1 - c))
        return chemical + y_gpa * 1e9 * volume * eta**2 * (c - mean_c)**2 / k_boltzmann
    h = 1e-3
    return (free(mean_c + h) - 2 * free(mean_c) + free(mean_c - h)) / h**2


assert abs(brentq(curvature, 100, 600, args=(0.0,)) - spinodal_K) < 0.01
for d in moduli:
    root_K = brentq(curvature, 100, 600, args=(relaxed[d],))
    assert abs(root_K - (spinodal_K - drop_K[d])) < 0.01

# ---------- sizes of neglected effects ----------
soft_per_K, stiff_per_c, room_K = 4e-4, 0.5, 295.0   # rough assumed coefficients
softening = soft_per_K * (spinodal_K - room_K)
stiffening = stiff_per_c * mean_c
# least favourable mixture: C44 softens, C11-C12 stiffens, C11+2C12 is fixed
difference = (c11 - c12) * (1 + stiffening)
worst = ((s_sum + 2 * difference) / 3, (s_sum - difference) / 3, c44 * (1 - softening))
ratio_worst = relaxed_ratio(worst)
assert ratio_worst > 2

wavenumber = 2 * np.pi / wavelength_nm
spacing = {'100': lattice_nm / 2, '111': lattice_nm / np.sqrt(3)}
discrete = {d: 1 - np.sinc(wavenumber * h / (2 * np.pi))**2 for d, h in spacing.items()}

neighbours = [lattice_nm / 2 * np.array(v) for v in
              [(a, b, c) for a in (-1, 0, 1) for b in (-1, 0, 1) for c in (-1, 0, 1)
               if abs(a) + abs(b) + abs(c) == 2]]
assert len(neighbours) == 12
gradient_K = {}
for d, direction in (('100', (1, 0, 0)), ('111', (1, 1, 1))):
    n = unit(direction)
    gradient_K[d] = spinodal_K * (1 - np.mean([np.cos(wavenumber * r @ n) for r in neighbours]))
assert abs(gradient_K['111'] / gradient_K['100'] - 1) < 0.02

shear_111 = (c11 - c12 + c44) / 3
assert abs(np.linalg.eigvalsh(christoffel(copper, (1, 1, 1)))[0] - shear_111) < 1e-9
burgers_nm = lattice_nm / np.sqrt(2)
coherent_nm = {d: shear_111 * burgers_nm / (2 * p) for d, p in peak_GPa.items()}
assert min(coherent_nm.values()) > wavelength_nm / 2

# ---------- printed numbers ----------
print(f"Input C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"C11+2C12: {s_sum:.0f} GPa;  C11-C12: {c11 - c12:.0f} GPa")
print(f"Zener ratio A: {zener:.3f}")
print(f"Longitudinal modulus L100: {l100:.1f} GPa")
print(f"Longitudinal modulus L111: {l111:.1f} GPa")
print(f"Y100 formula: {y100:.2f} GPa; relaxed wave: {relaxed['100']:.2f} GPa")
print(f"Y111 formula: {y111:.2f} GPa; relaxed wave: {relaxed['111']:.2f} GPa")
print(f"Ratio Y111/Y100: {ratio:.3f}")
print(f"Direction scan, lowest and highest Y: {scan.min():.2f}, {scan.max():.2f} GPa")
print(f"Isotropic C44: {c44_isotropic:.1f} GPa; ratio there: {ratio_isotropic:.3f}")
print(f"C44 needed for ratio 2: {c44_threshold:.2f} GPa")
print(f"Zener ratio at that C44: {2 * c44_threshold / (c11 - c12):.3f}")
print(f"Input shifts of up to {spread:.0f} GPa: ratio {min(box):.3f} to {max(box):.3f}")
print(f"Misfit eta: {eta}; mean fraction: {mean_c}; amplitude: {amplitude}")
print(f"Lattice parameter: {lattice_nm} nm; wavelength: {wavelength_nm} nm")
print(f"Atomic volume: {volume * 1e27:.5f} nm^3")
print(f"Model critical temperature: {critical_K:.0f} K")
print(f"Spinodal temperature without elasticity: {spinodal_K:.1f} K")
for d in moduli:
    print(f"[{d}] mean elastic energy density: {energy_MJ[d]:.3f} MJ/m^3")
    print(f"[{d}] peak biaxial stress: {peak_GPa[d]:.3f} GPa")
    print(f"[{d}] elastic drop of spinodal: {drop_K[d]:.1f} K")
    print(f"[{d}] long-wave coherent spinodal: {spinodal_K - drop_K[d]:.1f} K")
    print(f"[{d}] neglected gradient-energy drop: {gradient_K[d]:.1f} K")
    print(f"[{d}] neglected plane discreteness: {100 * discrete[d]:.2f} %")
    print(f"[{d}] coherency-loss length, rough: {coherent_nm[d]:.1f} nm")
print(f"Half wavelength: {wavelength_nm / 2:.1f} nm")
print(f"Shear modulus on 111 plane: {shear_111:.1f} GPa; Burgers: {burgers_nm:.3f} nm")
print(f"Assumed softening: {soft_per_K:.0e} per K from {room_K:.0f} K")
print(f"Assumed stiffening: {stiff_per_c} per unit solute fraction")
print(f"Thermal softening: {100 * softening:.1f} %; alloy stiffening: {100 * stiffening:.1f} %")
print(f"Ratio with both in the least favourable way: {ratio_worst:.3f}")
print("all good")
```

Printed output:

```
Input C11, C12, C44: 168, 121, 75 GPa
C11+2C12: 410 GPa;  C11-C12: 47 GPa
Zener ratio A: 3.191
Longitudinal modulus L100: 168.0 GPa
Longitudinal modulus L111: 236.7 GPa
Y100 formula: 114.70 GPa; relaxed wave: 114.70 GPa
Y111 formula: 259.86 GPa; relaxed wave: 259.86 GPa
Ratio Y111/Y100: 2.266
Direction scan, lowest and highest Y: 114.85, 259.71 GPa
Isotropic C44: 23.5 GPa; ratio there: 1.000
C44 needed for ratio 2: 60.98 GPa
Zener ratio at that C44: 2.595
Input shifts of up to 2 GPa: ratio 2.086 to 2.477
Misfit eta: 0.025; mean fraction: 0.2; amplitude: 0.1
Lattice parameter: 0.36 nm; wavelength: 3.0 nm
Atomic volume: 0.01166 nm^3
Model critical temperature: 600 K
Spinodal temperature without elasticity: 384.0 K
[100] mean elastic energy density: 0.358 MJ/m^3
[100] peak biaxial stress: 0.287 GPa
[100] elastic drop of spinodal: 19.4 K
[100] long-wave coherent spinodal: 364.6 K
[100] neglected gradient-energy drop: 18.0 K
[100] neglected plane discreteness: 1.18 %
[100] coherency-loss length, rough: 18.1 nm
[111] mean elastic energy density: 0.812 MJ/m^3
[111] peak biaxial stress: 0.650 GPa
[111] elastic drop of spinodal: 43.9 K
[111] long-wave coherent spinodal: 340.1 K
[111] neglected gradient-energy drop: 17.9 K
[111] neglected plane discreteness: 1.57 %
[111] coherency-loss length, rough: 8.0 nm
Half wavelength: 1.5 nm
Shear modulus on 111 plane: 40.7 GPa; Burgers: 0.255 nm
Assumed softening: 4e-04 per K from 295 K
Assumed stiffening: 0.5 per unit solute fraction
Thermal softening: 3.6 %; alloy stiffening: 10.0 %
Ratio with both in the least favourable way: 2.054
all good
```
